**Phonons between germanium L valleys: lattice geometry and thermal spread**

The program tests that a one-phonon transition between the bottoms of two distinct L valleys needs an X-point phonon, up to a reciprocal-lattice vector **G**. Here **q** is the phonon wavevector, *a* the cubic edge, and *m_l* and *m_t* the longitudinal and transverse valley masses. It finds the L and X points as face centres of the Brillouin zone and asserts that they form four distinct valleys and three distinct X points. Explicit lattice sums over a mesh of 64 phonon wavevectors then confirm the sign-counting rule for all pairs of L face centres, for absorption and emission. As a control, minima halfway between Γ and L are shown not to need X phonons. The formula for the rms deviation of **q** from X is asserted against quadrature over both energy ellipsoids. The output lists the X point and **G** for all six valley pairs, two pairs for each X point. For rough germanium values and phonon absorption at the mean thermal energy, the rms deviation is 1.27 nm⁻¹ at 300 K and 0.86 nm⁻¹ at 77 K, against |X| = 11.02 nm⁻¹.

## Numerical verification

```python
# Result under test: in an fcc crystal with conduction minima at the L points,
# a one-phonon transition between the bottoms of two distinct L valleys needs
# a phonon at an X point, modulo a reciprocal-lattice vector G.
# Wavevectors are in units of 2*pi/a and direct vectors in units of a, where
# a is the cubic edge, so a plane wave has phase 2*pi*(k.R).
# Second result: for electrons near the minima the phonon wavevector q is
# spread around X with mean square deviation
#   2*(m_l + 2*m_t)*(E_initial + E_final)/(3*hbar^2),
# m_l, m_t being the longitudinal and transverse masses of each valley.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

direct = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
recip = np.linalg.inv(direct).T


def equivalent(k1, k2):
    """True if both wavevectors give equal phases on every lattice site."""
    phase = direct @ (np.asarray(k1) - np.asarray(k2))
    return bool(np.allclose(phase, np.round(phase), atol=1e-9))


def show(v):
    return "(" + ", ".join(f"{x + 0.0:g}" for x in np.round(v, 6)) + ")"


# Parity rule for reciprocal vectors, against the phase definition
for triple in itertools.product(range(-3, 4), repeat=3):
    same_parity = len({n % 2 for n in triple}) == 1
    assert same_parity == equivalent(triple, (0, 0, 0))

# Face centres of the Brillouin zone: midpoints G/2 closer to 0 and G
# than to any other reciprocal-lattice point
lattice = np.array(list(itertools.product(range(-3, 4), repeat=3))) @ recip
faces = []
for G in lattice:
    if np.linalg.norm(G) < 1e-9:
        continue
    distance = np.linalg.norm(lattice - G / 2, axis=1)
    if np.sum(distance < np.linalg.norm(G) / 2 + 1e-9) == 2:
        faces.append(G / 2)
faces.sort(key=lambda v: tuple(np.round([-v.sum(), -v[0], -v[1]], 6)))
shortest = min(np.linalg.norm(v) for v in faces)
L_faces = [v for v in faces if np.linalg.norm(v) < shortest + 1e-6]
X_faces = [v for v in faces if np.linalg.norm(v) > shortest + 1e-6]


def distinct(points):
    kept = []
    for p in points:
        if not any(equivalent(p, other) for other in kept):
            kept.append(p)
    return kept


valleys, X_points = distinct(L_faces), distinct(X_faces)
assert (len(L_faces), len(X_faces)) == (8, 6)
assert (len(valleys), len(X_points)) == (4, 3)
assert not any(equivalent(x, (0, 0, 0)) for x in X_points)

# Allowed phonons from explicit sums over a periodic cluster of cells
cells = 4
indices = np.array(list(itertools.product(range(cells), repeat=3)))
sites = indices @ direct
phonons = (indices / cells) @ recip


def allowed_phonons(k_initial, k_final, sign=1):
    """sign=+1: absorption; sign=-1: emission."""
    mismatch = k_initial + sign * phonons - k_final
    total = np.exp(2j * np.pi * mismatch @ sites.T).mean(axis=1)
    return phonons[np.abs(total) > 0.5]


# Sign-counting rule against the lattice sums, all representatives
for k1, k2 in itertools.product(L_faces, repeat=2):
    reversed_signs = k1 * k2 < 0
    count = int(reversed_signs.sum())
    if count in (0, 3):
        predicted = np.zeros(3)
    elif count == 1:
        predicted = reversed_signs.astype(float)
    else:
        predicted = (~reversed_signs).astype(float)
    for sign in (1, -1):
        found = allowed_phonons(k1, k2, sign)
        assert len(found) == 1
        assert equivalent(found[0], predicted)
        is_X = any(equivalent(found[0], x) for x in X_points)
        assert is_X == (not equivalent(k1, k2))

# Control: minima halfway between Gamma and L do not need X phonons
for k1, k2 in itertools.permutations(valleys, 2):
    found = allowed_phonons(k1 / 2, k2 / 2)
    assert len(found) == 1
    assert not any(equivalent(found[0], x) for x in X_points)

print("Wavevectors in units of 2 pi/a")
print(f"L face centres: {len(L_faces)}, distinct valleys: {len(valleys)}")
print(f"X face centres: {len(X_faces)}, distinct X points: {len(X_points)}")
for number, valley in enumerate(valleys, 1):
    print(f"valley L{number} = {show(valley)}")
print("Final minus initial = X + G for the six pairs:")
usage = [0] * len(X_points)
for i, j in itertools.combinations(range(len(valleys)), 2):
    difference = valleys[j] - valleys[i]
    which = [equivalent(difference, x) for x in X_points].index(True)
    usage[which] += 1
    X = X_points[which]
    print(f"L{i+1}->L{j+1}: {show(difference)} = {show(X)} + "
          f"{show(difference - X)}")
assert usage == [2, 2, 2]
print("pairs served by each X point:", usage)
start = valleys[0]
end = next(k for k in L_faces if np.sum(k * start < 0) == 2)
X = next(x for x in X_points if equivalent(end - start, x))
print(f"two signs reversed: {show(start)} -> {show(end)}")
print(f"  difference {show(end - start)} = {show(X)} + "
      f"{show(end - start - X)}")

# Germanium example, rough typical inputs
a_nm, m_l, m_t, phonon_eV = 0.57, 1.6, 0.08, 0.028
alpha = 0.3                       # nonparabolicity, 1/eV
gap_Gamma, m_Gamma = 0.14, 0.04   # Gamma valley above L (eV), mass
gap_Delta, m_Dl, m_Dt = 0.18, 0.9, 0.2  # six Delta valleys
doping = 1e16                     # cm^-3
kB_eV = const.k / const.e
c_kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # eV nm^2
X_nm = 2 * np.pi / a_nm

# Mean thermal energy in units of kT for parabolic bands
top = quad(lambda x: x**1.5 * np.exp(-x), 0, np.inf)[0]
bottom = quad(lambda x: x**0.5 * np.exp(-x), 0, np.inf)[0]
assert abs(top / bottom - 1.5) < 1e-6

# Product quadrature on the unit sphere
z, wz = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
Z, PHI = np.meshgrid(z, phi, indexing="ij")
S = np.sqrt(1 - Z**2)
sphere = np.stack([S * np.cos(PHI), S * np.sin(PHI), Z], -1).reshape(-1, 3)
weight = np.repeat(wz / 2 / 48, 48)


def shell(valley, energy):
    """Wavevectors (1/nm) from the minimum on the energy ellipsoid."""
    u = valley / np.linalg.norm(valley)
    root_mass = (np.sqrt(m_t) * np.eye(3)
                 + (np.sqrt(m_l) - np.sqrt(m_t)) * np.outer(u, u))
    return np.sqrt(energy / c_kin) * sphere @ root_mass


def spread(T):
    """Formula rms and largest sampled |q - X| for phonon absorption."""
    E1 = 1.5 * kB_eV * T
    E2 = E1 + phonon_eV
    rms = np.sqrt((m_l + 2 * m_t) * (E1 + E2) / (3 * c_kin))
    k1, k2 = shell(valleys[0], E1), shell(valleys[1], E2)
    square = ((k1**2).sum(1)[:, None] + (k2**2).sum(1)[None, :]
              - 2 * k1 @ k2.T)
    direct_rms = np.sqrt(weight @ square @ weight)
    assert abs(direct_rms / rms - 1) < 1e-8
    return E1, E2, rms, np.sqrt(square.max())


print("Germanium, rough inputs:")
print(f"a = {a_nm} nm, m_l = {m_l}, m_t = {m_t} electron masses")
print(f"X phonon energy = {phonon_eV} eV")
print(f"|X| = {X_nm:.2f} 1/nm, |L| = {shortest * X_nm:.2f} 1/nm")
for T in (300, 77):
    E1, E2, rms, largest = spread(T)
    # Every sampled phonon stays closer to its X point than to Gamma
    assert largest < X_nm / 2
    occupation = 1 / np.expm1(phonon_eV / (kB_eV * T))
    print(f"T = {T} K: initial energy {E1:.4f} eV, final {E2:.4f} eV")
    print(f"  rms |q-X| = {rms:.2f} 1/nm = {100*rms/X_nm:.1f} % of |X|")
    print(f"  largest |q-X| = {largest:.2f} 1/nm = "
          f"{100*largest/X_nm:.0f} % of |X|")
    print(f"  phonon occupation = {occupation:.3f}")

# Size of neglected effects at 300 K
T = 300
kT = kB_eV * T
E1, E2, rms, largest = spread(T)
m_dos = (m_l * m_t**2) ** (1 / 3)
rms_isotropic = np.sqrt(m_dos * (E1 + E2) / c_kin)
k_change = np.sqrt(1 + alpha * E2) - 1
L_weight = 4 * m_dos**1.5
Gamma_ratio = m_Gamma**1.5 / L_weight * np.exp(-gap_Gamma / kT)
Delta_ratio = (6 * np.sqrt(m_Dl * m_Dt**2) / L_weight
               * np.exp(-gap_Delta / kT))
N_c = 2 * L_weight * (const.m_e * const.k * T
                      / (2 * np.pi * const.hbar**2)) ** 1.5 * 1e-6
print("Neglected or simplified effects at 300 K, rough inputs:")
print(f"density-of-states mass = {m_dos:.3f} electron masses")
print(f"rms |q-X| with that isotropic mass = {rms_isotropic:.2f} 1/nm")
print(f"nonparabolicity {alpha} 1/eV: final k up by {100*k_change:.1f} %")
print(f"Gamma valley {gap_Gamma} eV above L, mass {m_Gamma}: "
      f"population ratio {Gamma_ratio:.1e}")
print(f"Delta valleys {gap_Delta} eV above L, masses {m_Dl}, {m_Dt}: "
      f"ratio {Delta_ratio:.1e}")
print(f"doping {doping:.0e} cm^-3, N_c = {N_c:.1e} cm^-3, "
      f"ratio {doping/N_c:.1e}")
print("all good")
```

Running it gives:

```
Wavevectors in units of 2 pi/a
L face centres: 8, distinct valleys: 4
X face centres: 6, distinct X points: 3
valley L1 = (0.5, 0.5, 0.5)
valley L2 = (0.5, 0.5, -0.5)
valley L3 = (0.5, -0.5, 0.5)
valley L4 = (-0.5, 0.5, 0.5)
Final minus initial = X + G for the six pairs:
L1->L2: (0, 0, -1) = (0, 0, 1) + (0, 0, -2)
L1->L3: (0, -1, 0) = (0, 1, 0) + (0, -2, 0)
L1->L4: (-1, 0, 0) = (1, 0, 0) + (-2, 0, 0)
L2->L3: (0, -1, 1) = (1, 0, 0) + (-1, -1, 1)
L2->L4: (-1, 0, 1) = (0, 1, 0) + (-1, -1, 1)
L3->L4: (-1, 1, 0) = (0, 0, 1) + (-1, 1, -1)
pairs served by each X point: [2, 2, 2]
two signs reversed: (0.5, 0.5, 0.5) -> (0.5, -0.5, -0.5)
  difference (0, -1, -1) = (1, 0, 0) + (-1, -1, -1)
Germanium, rough inputs:
a = 0.57 nm, m_l = 1.6, m_t = 0.08 electron masses
X phonon energy = 0.028 eV
|X| = 11.02 1/nm, |L| = 9.55 1/nm
T = 300 K: initial energy 0.0388 eV, final 0.0668 eV
  rms |q-X| = 1.27 1/nm = 11.6 % of |X|
  largest |q-X| = 2.45 1/nm = 22 % of |X|
  phonon occupation = 0.512
T = 77 K: initial energy 0.0100 eV, final 0.0380 eV
  rms |q-X| = 0.86 1/nm = 7.8 % of |X|
  largest |q-X| = 1.62 1/nm = 15 % of |X|
  phonon occupation = 0.015
Neglected or simplified effects at 300 K, rough inputs:
density-of-states mass = 0.217 electron masses
rms |q-X| with that isotropic mass = 0.78 1/nm
nonparabolicity 0.3 1/eV: final k up by 1.0 %
Gamma valley 0.14 eV above L, mass 0.04: population ratio 8.8e-05
Delta valleys 0.18 eV above L, masses 0.9, 0.2: ratio 2.7e-03
doping 1e+16 cm^-3, N_c = 1.0e+19 cm^-3, ratio 9.8e-04
all good
```
